# Leading monopole correction for a doubly charged defect in a cubic supercell

**Question**

I am working through an exercise on charged traps in a memory dielectric. A defect of charge 2 sits in a cubic supercell of side 15 Å, and the host has relative permittivity 20. I am asked for the leading monopole correction to the supercell energy.

I know that the periodic calculation contains an infinite array of copies of the defect, plus a uniform background that keeps each cell neutral. I found the formula $\alpha q^2/(2\varepsilon L)$ with $\alpha\approx 2.84$, but I can't justify it. Where does $\alpha$ come from? Why is there a factor 1/2, and why one power of $\varepsilon$? Like charges repel, so I would expect the copies to raise the energy and the correction to be negative. Is it?

**Answer**

For this cubic cell the correction is positive. Each copy of the defect comes with its share of the background, and in a cubic array the attraction between charge and background wins. The derivation below fixes the sign and every factor. I use Hartree atomic units, in which two charges in vacuum interact with energy $q_1q_2/r$.

**What is being compared**

We want the energy of one charge $q$ alone in an infinite host. The supercell gives the energy per cell of a periodic array, with background density $-q/L^3$. The correction is

$$\Delta E = E_{\text{isolated}}-E_{\text{periodic}},$$

to be added to the supercell result. I assume that the charge is much narrower than $L$, and that the host responds as a uniform, isotropic, linear dielectric.

Take vacuum first. The energy per cell is $\tfrac12\int_{\text{cell}}\rho\,\phi\,d^3r$, where the 1/2 prevents each pair from being counted twice. A neutral cell has the same energy if a constant is added to $\phi$, so choose $\phi$ to have zero average. The background then contributes $-\frac{q}{2L^3}\int_{\text{cell}}\phi\,d^3r=0$. What remains is the point charge in the potential $\phi_s$ of everything except itself:

$$E=\tfrac12 q\phi_s .$$

The self-energy of the charge has been left out because it is the same in the isolated system and cancels in the difference. By dimensions $\phi_s$ is a number times $q/L$. Define $\alpha$ by $\phi_s=-\alpha q/L$.

**Where α comes from**

Summing $1/R$ over the copies alone diverges. Instead, divide space into cubes, each holding one point charge at its centre and its own background. Each cube is neutral. Inversion symmetry removes its dipole and octupole, and cubic symmetry removes its quadrupole. Its distant potential therefore falls as $1/r^5$. The number of cubes between $r$ and $r+dr$ grows as $r^2dr$, so the sum over cubes converges absolutely.

*The home cube.* Its background produces the potential $-(q/L)B$ at the centre, where $B$ is the integral of $1/r$ over a unit cube. Split the cube into six pyramids with their tips at the centre. In one of them set $x=zu$, $y=zv$, with $u,v$ from $-1$ to 1 and $z$ from 0 to 1/2. Then $d^3r=z^2\,du\,dv\,dz$ and $r=z\sqrt{1+u^2+v^2}$. Since $\int_0^{1/2}z\,dz=1/8$, the six pyramids give

$$B=\frac34\int_{-1}^{1}\!\int_{-1}^{1}\frac{du\,dv}{\sqrt{1+u^2+v^2}}=2.38008 .$$

*The other cubes.* They produce $+(q/L)S$, with

$$S=\sum_{\mathbf n\neq0}\left[\frac1{|\mathbf n|}-\int_{\text{unit cube}}\frac{d^3s}{|\mathbf n+\mathbf s|}\right]=0.06638 ,$$

where $\mathbf n$ runs over integer vectors. The six nearest cubes give 0.07445, and the rest take a little back.

*The average potential.* The sum over cubes does not have zero average, so its average must be subtracted. Let $v$ be the potential of one neutral cube. Averaging the sum of all copies over one cell is the same as integrating $v$ over all space and dividing by $L^3$. Use $\nabla^2r^2=6$ and integrate by parts twice. The surface terms vanish because $v$ falls as $1/r^5$. With $\nabla^2v=-4\pi\rho$,

$$6\int v\,d^3r=\int r^2\nabla^2v\,d^3r=-4\pi\int\rho\, r^2d^3r .$$

The point charge sits at $r=0$ and adds nothing on the right. The background gives

$$\int\rho\, r^2d^3r=-\frac{q}{L^3}\cdot3\cdot\frac{L^5}{12}=-\frac{qL^2}{4}.$$

The average is therefore

$$\frac1{L^3}\left(-\frac{2\pi}{3}\right)\left(-\frac{qL^2}{4}\right)=\frac{\pi q}{6L}.$$

Collecting the three parts,

$$\phi_s=\frac qL\left(-B+S-\frac\pi6\right),$$

$$\alpha=B-S+\frac\pi6=2.38008-0.06638+0.52360=2.8373 .$$

The vacuum energy of the array, without self-energies, is thus $-\alpha q^2/(2L)$. It is negative, and since $q$ enters squared this holds for either sign of the charge.

**Why one power of ε**

The displacement field $\mathbf D$ is set by the defect charge and the background, so in a uniform medium it equals the vacuum field. The host develops a polarization $\mathbf P$ along it, which reduces the electric field to $D-4\pi P$ but costs energy $P^2/(2\chi)$ per volume. Here $\chi$ is the susceptibility, and $\varepsilon=1+4\pi\chi$. The energy density is

$$w(P)=\frac{(D-4\pi P)^2}{8\pi}+\frac{P^2}{2\chi}.$$

Setting $dw/dP=0$ gives $P/\chi=D-4\pi P$, hence $P=\chi D/\varepsilon$, and the electric field is $D/\varepsilon$. Inserting this,

$$w=\frac{D^2}{8\pi\varepsilon^2}+\frac{\chi D^2}{2\varepsilon^2}=\frac{D^2}{8\pi\varepsilon^2}(1+4\pi\chi)=\frac{D^2}{8\pi\varepsilon}.$$

The field energy alone falls by $\varepsilon^2$, but the cost of polarizing the host restores one power. This applies to the periodic and the isolated system alike, so their difference is also divided by $\varepsilon$:

$$\boxed{\Delta E=+\frac{\alpha q^2}{2\varepsilon L}}$$

**The numbers**

The cell side is $L=15/0.529177=28.3459$ bohr. Then

$$\Delta E=\frac{2.8373\times2^2}{2\times20\times28.3459}=0.01001\ \text{hartree}\approx0.27\ \text{eV}.$$

Three comparisons help to locate a slip. Using $q$ where $q^2$ belongs halves the answer; taking the charge as 1 gives 0.068 eV, a quarter of it. Leaving out the permittivity gives 5.4 eV, twenty times too much. The limits are also sensible: the correction vanishes for a neutral defect, for an infinitely large cell, and for a perfectly screening host.

**What "leading" leaves out**

A real defect charge has some width. As a model, take a Gaussian charge of standard deviation $\sigma$ in the same medium. Its energy is again $\frac1{2\varepsilon}\int\rho\phi\,d^3r$, with $\phi$ the zero-average vacuum potential. Averaging $\phi$ over the Gaussian $\rho$ equals $q$ times the central potential of an array of broader Gaussians, because smearing twice adds the variances: $\sigma^2+\sigma^2=2\sigma^2$.

Compare this array with the array of point charges:

- The central Gaussian acting on itself gives the isolated energy, which cancels in the difference.
- Its distant copies act as point charges, up to terms that are exponentially small in $(L/\sigma)^2$.
- The average potential changes, because each broader Gaussian has the second moment $3\times2\sigma^2q=6q\sigma^2$. By the rule above, the average shifts by $-\frac{2\pi}{3L^3}\,6q\sigma^2=-4\pi q\sigma^2/L^3$.

Subtracting this shift raises the central potential by $4\pi q\sigma^2/L^3$. Multiplying by $q/(2\varepsilon)$,

$$E_{\text{periodic}}-E_{\text{isolated}}\simeq-\frac{\alpha q^2}{2\varepsilon L}+\frac{2\pi q^2\sigma^2}{\varepsilon L^3}.$$

This can be checked without using $\alpha$. The periodic energy is a sum over the nonzero reciprocal vectors $\mathbf G$ of the cell. The Gaussian has Fourier components $\rho_G=(q/L^3)e^{-\sigma^2G^2/2}$, and the potential has components $4\pi\rho_G/(\varepsilon G^2)$, so

$$E_{\text{periodic}}=\frac{L^3}{2}\sum_{\mathbf G\neq0}\frac{4\pi\rho_G^2}{\varepsilon G^2}=\frac{2\pi q^2}{\varepsilon L^3}\sum_{\mathbf G\neq0}\frac{e^{-\sigma^2G^2}}{G^2}.$$

The isolated energy is $q/(2\varepsilon)$ times the central potential of the broader Gaussian. That potential is $q\,\mathrm{erf}(r/2\sigma)/r$, which tends to $q/(\sigma\sqrt\pi)$ at $r=0$. Hence $E_{\text{isolated}}=q^2/(2\varepsilon\sigma\sqrt\pi)$.

For $q=2$, $\varepsilon=20$ and $\sigma=2$ bohr, the errors relative to the isolated Gaussian are:

| $L$ (Å) | error before (eV) | error after (eV) |
|---|---|---|
| 10 | −0.388 | 0.020 |
| 15 | −0.266 | 0.006 |
| 20 | −0.202 | 0.003 |
| 30 | −0.135 | 0.001 |

The negative errors before correction confirm the sign. They also show why enlarging the cell is a slow cure: going from 15 to 30 Å takes eight times as many atoms and only about halves the error. After the correction, the remainder falls as $1/L^3$. At 15 Å the formula gives $2\pi\cdot4\cdot4/(20\times28.3459^3)=0.00022$ hartree, or 0.006 eV, as in the table. These energies, and a second evaluation of $\alpha$ from such reciprocal sums, are in the numerical output below.

**Before you use it on a real defect**

The 0.006 eV belongs to the Gaussian model and is not an error bar for an actual trap. Even its sign is tied to the model, which screens with the full $\varepsilon$ at every distance. In a real host the screening weakens at short range. If $1/\varepsilon(G)\approx1/\varepsilon+aG^2$ at small $G$ with $a>0$, the $aG^2$ term acts as the $-\sigma^2G^2/\varepsilon$ of the Gaussian factor does, but with opposite sign. It adds $-2\pi q^2a/L^3$, which can outweigh the width term. Three conditions deserve a check.

1. The permittivity must match the calculation. If the ions are held fixed, only the electrons screen, and the electronic permittivity belongs in the formula. If the ions relax around the charge, their contribution must be included. The value 20 in your exercise has to mean whichever applies.
2. The charge must be localized inside the cell. If it has spread into a band state across the whole cell, the point-charge picture fails.
3. The host must be uniform and isotropic, and the cell cubic. Another cell shape changes $\alpha$ and can even reverse its sign: in a tetragonal cell four times as long as it is wide, the repulsion between the nearest copies wins and the correction is negative. An anisotropic crystal with principal permittivities $\varepsilon_1,\varepsilon_2,\varepsilon_3$ reduces to a change of shape: divide lengths along each principal axis by $\sqrt{\varepsilon_i}$, take the vacuum lattice sum in the distorted cell, and divide the result by $\sqrt{\varepsilon_1\varepsilon_2\varepsilon_3}$. A slab with vacuum needs a different electrostatic problem to be solved.

A defect formation energy also needs a common reference for the electrostatic potential in the defective and perfect cells, since the charge is exchanged with an electron reservoir. That alignment is a separate step, and the 0.27 eV does not include it.

## Numbers as computed

```
Charge q: 2 e
Cell side L: 15.0 angstrom
Cell side L: 28.3459 bohr
Relative permittivity: 20.0 (no unit)
Bohr radius: 0.529177 angstrom
Hartree energy: 27.21139 eV
Home background integral B: 2.38008 (no unit)
Nearest six cubes, part of S: 0.07445 (no unit)
All other cubes, sum S: 0.06638 (no unit)
Mean potential term pi/6: 0.52360 (no unit)
alpha from neutral cubes: 2.8373 (no unit)
alpha from reciprocal sums: 2.8373 (no unit)
Energy ratio, unscreened/relaxed: 20.0000 (no unit)
Monopole correction: 0.010010 hartree
Monopole correction: 0.2724 eV
Same cell, charge 1: 0.0681 eV
Same cell, charge 2, permittivity 1: 5.447 eV
Gaussian standard deviation: 2.0 bohr
Gaussian charge 2, permittivity 20, energies in eV:
L = 10 angstrom: error before -0.3883, correction 0.4086, error after 0.0203
L = 15 angstrom: error before -0.2664, correction 0.2724, error after 0.0060
L = 20 angstrom: error before -0.2017, correction 0.2043, error after 0.0025
L = 30 angstrom: error before -0.1354, correction 0.1362, error after 0.0008
```
